# Why step-down electromigration bunches impermeable steps and step-up restores spacing

**Question.** A crystal surface cut slightly off a low-index plane is a staircase of flat terraces separated by steps one atomic layer high. An electric current exerts a small force on the adatoms, the mobile atoms on the terraces. Suppose that atoms attach slowly to the steps and cannot cross a step without attaching. Why does a force pointing down the staircase gather the steps into bunches, while a force pointing up restores equal spacing?

**Answer.**

## The mechanism

Let $x$ increase down the staircase. Step $n$ lies at $x_n$, and terrace $n$, between steps $n$ and $n+1$, has width $l_n=x_{n+1}-x_n$. A positive force $F$ points down.

The force pushes adatoms towards the downhill edge of each terrace. If attachment is slow, they pile up there, and the density gradient drives a back-diffusion that nearly cancels the drift. What remains is set by the edges: the excess density at the downhill edge drives attachment, and the deficit at the uphill edge drives detachment. The pile-up grows with terrace width, as the density in a gas column under gravity differs more between top and bottom when the column is taller. A wide terrace therefore carries more atoms from its uphill edge to its downhill edge than a narrow one does.

A step that gains atoms extends the terrace above it and so advances downhill; a step that loses atoms retreats uphill. With a step-down force, the downhill edge of a wide terrace gains more from that terrace than it loses to the narrower one below, and advances. The uphill edge loses more than it receives, and retreats. The wide terrace widens, and its neighbours shrink. A step-up force reverses the flux and both motions, so the wide terrace narrows.

## The flux across one terrace

Let $c(x)$ be the adatom density, $D$ the diffusivity and $f=F/kT$, where $kT$ is the thermal energy. In equilibrium under a constant force, $c\propto e^{fx}$ and the flux vanishes. This fixes the drift term:

$$J=-D\frac{dc}{dx}+Dfc .$$

Deposition and sublimation are left out, and the steps move slowly enough for the density to be stationary, so $J$ is constant on a terrace. Both edges have the same attachment coefficient $k$ and, for now, the same equilibrium density $c_0$. With the uphill edge at $x=0$ and the downhill edge at $x=l$,

$$J=k[c_0-c(0)]=k[c(l)-c_0].$$

The flux equation has the solution $c=J/(Df)+a\,e^{fx}$. Eliminating $a$ between the two edges gives

$$c(l)-\frac{J}{Df}=e^{fl}\left[c(0)-\frac{J}{Df}\right].$$

Insert $c(0)=c_0-J/k$ and $c(l)=c_0+J/k$, and collect the terms in $J$:

$$J\left[\frac{e^{fl}+1}{k}+\frac{e^{fl}-1}{Df}\right]=c_0(e^{fl}-1).$$

Division by $e^{fl}-1$ gives

$$J=\frac{c_0}{R},\qquad R=\frac1{Df}+\frac1k\coth\frac{fl}{2}.$$

Differentiation with respect to width gives

$$\frac{dJ}{dl}=\frac{c_0f}{2kR^2\sinh^2(fl/2)} ,$$

which has the sign of $f$ for every finite $k$. Slow attachment is thus not needed for the sign of the effect. Its role appears for weak drift, $|f|l\ll1$, where $\coth(fl/2)\approx2/(fl)$. With the attachment length $d=D/k$,

$$J=Dfc_0\,\frac{l}{l+2d}.$$

The pile-up follows from the edge conditions:

$$c(l)-c(0)=\frac{2J}{k}=c_0fl\,\frac{2d}{l+2d}.$$

At this order the profile is linear, so back-diffusion carries $D[c(l)-c(0)]/l$, which is the fraction $2d/(l+2d)$ of the full drift flux $Dfc_0$. The same fraction measures how sensitive the flux is to width:

$$\frac{d\ln|J|}{d\ln l}=1-\frac{l}{l+2d}=\frac{2d}{l+2d}.$$

For slow attachment, $2d\gg l$, the flux becomes $J\approx kfc_0l/2$, proportional to width. For fast attachment, $2d\ll l$, it approaches $Dfc_0$ on every terrace. Each step then gains from above nearly what it loses below, and the effect of unequal spacing vanishes in the limit $d/l\to0$.

## From fluxes to moving steps

Let $\Omega$ be the surface area per atom in one step layer. Advancing a unit length of step by $\delta x$ takes $\delta x/\Omega$ atoms. If the adatom coverage $\Omega c_0$ is small, the adatoms swept over by the moving step can be neglected, and

$$v_n=\Omega(J_{n-1}-J_n).$$

The width changes at the rate $v_{n+1}-v_n$:

$$\frac{dl_n}{dt}=\Omega(2J_n-J_{n-1}-J_{n+1}).$$

Equal terraces carry equal fluxes, so their steps stand still. Now let $l_n=l+\delta l_n$ with $\delta l_n\propto e^{iqn+\omega t}$. Since $\delta J_n=(dJ/dl)\,\delta l_n$ and $2-e^{iq}-e^{-iq}=2(1-\cos q)\equiv s$,

$$\omega=\Omega s\frac{dJ}{dl}=\Omega Dc_0f\,s\,\frac{2d}{(l+2d)^2}.$$

Every non-uniform pattern grows for $f>0$ and decays for $f<0$. The fastest has $q=\pi$ and $s=4$, with wide and narrow terraces alternating: the steps first form pairs.

A flux sensitive to width does not by itself mean fast bunching. At fixed $D$, $l$ and $f$, the derivative of $2d/(l+2d)^2$ with respect to $2d$ is $(l-2d)/(l+2d)^3$, so the rate peaks at $2d=l$. For much smaller $d$ the flux hardly depends on width; for much larger $d$ it does, but the flux itself is small.

## What step repulsion changes

Steps usually repel. Let the repulsion energy per unit step length be $E=\sum_n A/l_n^2$, counting neighbouring steps only. Moving step $n$ downhill widens terrace $n-1$ and narrows terrace $n$. The energy per added atom is therefore

$$\mu_n=\Omega\frac{\partial E}{\partial x_n}=2A\Omega\left(\frac1{l_n^3}-\frac1{l_{n-1}^3}\right).$$

For $|\mu_n|\ll kT$, the equilibrium density at the step becomes $c_0(1+\mu_n/kT)$. Integrate the flux equation over terrace $n$, using $c\approx c_0$ in the already small drift term:

$$J_nl_n=D[c(0)-c(l_n)]+Dfc_0l_n .$$

The edge conditions now give

$$c(0)-c(l_n)=c_0\frac{\mu_n-\mu_{n+1}}{kT}-\frac{2J_n}{k}.$$

Moving the term in $J_n$ to the left yields

$$J_n=\frac{Dc_0}{l_n+2d}\left[\frac{\mu_n-\mu_{n+1}}{kT}+fl_n\right].$$

Near equal spacing, $\delta(l^{-3})=-3\,\delta l/l^4$, so

$$\delta\mu_n-\delta\mu_{n+1}=-\frac{6A\Omega}{l^4}(2\delta l_n-\delta l_{n-1}-\delta l_{n+1})=-\frac{6A\Omega}{l^4}\,s\,\delta l_n .$$

With $B=6A\Omega/(kT\,l^4)$, the growth rate is

$$\omega=\frac{\Omega Dc_0s}{l+2d}\left[\frac{2df}{l+2d}-Bs\right].$$

For $f<0$ both terms restore equal spacing. For $f>0$ repulsion opposes the drift, but its contribution to $\omega$ is of order $s^2$ and that of the drift is of order $s$. Sufficiently long waves therefore remain unstable in a long staircase. Setting $d\omega/ds=0$ gives the optimum

$$s^*=\frac{df}{(l+2d)B}.$$

Since $s$ cannot exceed 4, pairing is fastest when $s^*>4$; otherwise a longer wave wins.

## Why impermeability matters

Let atoms also cross a step directly, with coefficient $p$. Write $u_n^-$ and $u_n^+$ for the density minus $c_0$ on the upper and lower sides of step $n$, and omit repulsion. The fluxes on the two sides are

$$J_{n-1}=ku_n^-+p(u_n^--u_n^+),\qquad J_n=-ku_n^++p(u_n^--u_n^+).$$

Their difference and sum are

$$J_{n-1}-J_n=kS_n,\qquad J_{n-1}+J_n=(k+2p)\Delta_n,$$

where $S_n=u_n^-+u_n^+$ and $\Delta_n=u_n^--u_n^+$. On the terrace, $u_n^+=(S_n-\Delta_n)/2$ and $u_{n+1}^-=(S_{n+1}+\Delta_{n+1})/2$, so the integrated flux equation reads

$$\frac{J_nl_n}{D}=fc_0l_n+\frac12(S_n-S_{n+1}-\Delta_n-\Delta_{n+1}).$$

For equal terraces $S=0$ and $\Delta=2J/(k+2p)$. This gives $J=Dfc_0l/(l+2d')$ with $d'=D/(k+2p)$. For a small wave, the sum and difference relations give

$$\delta S_n-\delta S_{n+1}=-\frac{s}{k}\delta J_n,\qquad \delta\Delta_n+\delta\Delta_{n+1}=\frac{4-s}{k+2p}\delta J_n .$$

Varying the terrace equation then gives

$$\left[l+\frac{sd+(4-s)d'}2\right]\delta J_n=(Dfc_0-J)\,\delta l_n=Dfc_0\frac{2d'}{l+2d'}\,\delta l_n .$$

The growth rate is again $\Omega s\,\delta J_n/\delta l_n$. For very permeable steps $d'\to0$, and it vanishes at this order in $fl$: atoms pass straight through, no pile-up forms, and all terraces carry $Dfc_0$. At $s=4$ the bracket is $l+2d$ whatever the value of $p$, so the pairing rate is proportional to $2d'/(l+2d')$: without repulsion, permeability slows pairing but does not reverse it. With repulsion, the weakened drift term can become the smaller of the two, and pairing then decays. Long waves can behave differently. For $s\to0$ the bracket becomes $l+2d'$ and the rate is proportional to $2d'/(l+2d')^2$, which peaks at $2d'=l$. If $2d>l$, some permeability therefore speeds up long waves, although pairing remains the fastest mode without repulsion.

## The numbers

Take rough values in the regime of Si(111) heated by direct current at 1200 K: $l=100$ nm, $D=3\times10^8$ nm²/s, $c_0=0.2$ nm⁻², $\Omega=0.064$ nm² and $A=0.05$ eV nm. The attachment length $d=1000$ nm and the effective adatom charge $+0.1e$ are assumptions. A field of 5 V/cm, or $5\times10^{-7}$ V/nm, gives $F=5\times10^{-8}$ eV/nm. With $kT=0.1034$ eV, $f=4.84\times10^{-7}$ nm⁻¹ and $fl=4.8\times10^{-5}$, well within weak drift.

The full drift flux is $Dfc_0=29.0$ nm⁻¹s⁻¹. Back-diffusion cancels $2000/2100=95\%$ of it and leaves

$$J=29.0\times\frac{100}{2100}=1.38\ \text{nm}^{-1}\text{s}^{-1}.$$

The density differs between the two edges by only $4.6\times10^{-5}$ of $c_0$.

Now let terraces of 110 and 90 nm alternate. With repulsion included, a step-down force drives fluxes of 1.510 and 1.252 nm⁻¹s⁻¹. The downhill edge of the wide terrace moves at $0.064\times(1.5103-1.2515)=0.0166$ nm/s, and its uphill edge moves equally fast the other way. The terrace widens at 0.033 nm/s. Under a step-up force of the same size it narrows at 0.034 nm/s, slightly faster because repulsion now helps.

Without repulsion, $dJ/dl=0.9524\times1.3815/100=0.0132$ nm⁻²s⁻¹, so the pairing rate is $4\times0.064\times0.0132=3.4\times10^{-3}$ s⁻¹. Repulsion lowers it by 1.6%, to $3.3\times10^{-3}$ s⁻¹: pairs grow by a factor $e$ in about 300 s, or 5 minutes. The optimum $s^*=124$ is far above 4, so pairing is fastest. With the other parameters fixed, this holds for terraces wider than about 42 nm. At 20 nm, repulsion makes pairing decay at $0.032$ s⁻¹, yet a wave twelve steps long still grows, at $8.5\times10^{-5}$ s⁻¹. This rate is a small difference of the drift and repulsion terms: if the same $A/l^2$ law acts between all pairs of steps, as elastic repulsion does, it falls to $2\times10^{-5}$ s⁻¹.

The rate also depends strongly on the attachment length. With $D$ fixed, $l=100$ nm and repulsion omitted, the pairing rate is $1.4\times10^{-3}$ s⁻¹ at $d=1$ nm, $1.86\times10^{-2}$ s⁻¹ at the optimum $d=50$ nm, and $3.4\times10^{-3}$ s⁻¹ at $d=1000$ nm.

To follow large changes, the nonlinear equations with repulsion were integrated for eight terraces on a periodic ring, starting from the same random widths with an rms deviation of 2 nm. After 905 s the deviation is 31 nm for the step-down force and 0.4 nm for the step-up force. After 9053 s the step-up case is equally spaced to within 0.01 nm rms. The step-down case has two bunches of four steps, with terraces of 9 to 10 nm inside them and about 370 nm between them. This state changes only slowly, so all fluxes must be nearly equal, but drift alone would send about thirty times less through a 10 nm terrace than through a 370 nm one; differences in $\mu_n$ across the bunch must drive the rest. The two bunches are not the final state: if the integration is continued from the printed widths, they merge into a single bunch of eight steps within a further 30 000 s. The small ring then limits the bunch size.

## Against the real surface

Direct current does bunch steps on Si(111), but the current direction that does so reverses more than once as the temperature rises. This model, with impermeable steps and a fixed sign of charge, has no such reversal. It can therefore describe at most a temperature range in which its assumptions hold. The time of 5 minutes belongs to the assumed inputs and could be wrong by more than a factor of ten, since the drift term is proportional to the assumed charge and depends on $d$ as shown above.

Real steps may be partly permeable. With $k$ fixed and repulsion omitted, $p=k$ lowers the pairing rate by 9%, $p=10k$ halves it, and $p=100k$ leaves about a tenth.

Sublimation, taken as a rough $2\times10^{-4}$ layers per second, changes the rate by about one part in ten thousand if both sides of a step attach equally. Nearly all of this comes from the retreat of the steps, which slightly increases the drift of the adatoms relative to them; with the steps held fixed, as in the program, the change is only a few parts per million. If the attachment coefficients of the two sides differ from their mean by $\pm10\%$, the change is 1%, an increase if the uphill edge of a terrace attaches faster and a decrease if it attaches more slowly. If each terrace's loss were supplied by its uphill edge alone, sublimation by itself would drive pairing at $4\times10^{-4}$ s⁻¹, or 12%; but if the downhill edge does not attach at all, the drift flux and its pairing rate vanish, so this figure only indicates how large the sublimation term can become. These percentages refer to the impermeable pairing rate without repulsion.

The remaining approximations are mild for these numbers. The assumed $c_0$ gives an adatom coverage $\Omega c_0$ of 1.3%. Densities reported for hot Si(111) are higher, about 0.2 monolayer or 1.6 nm⁻²; at 1.8 nm⁻² the swept adatoms leave the pairing rate unchanged and shift a four-step wave by about 1%, but all rates scale with $Dc_0$. Steps driven by sublimation move at $1.4\times10^{-4}$ of the adatom drift speed, and the pairing rate is only about $6\times10^{-7}$ of the rate at which the terrace density relaxes. Bending of the steps and thermal noise are left out and have not been sized. The numerical output below gives the values with more digits.

## Table of computed values

```
temperature: 1200 K; kT: 0.10341 eV
field: 5.0 V/cm; effective charge: 0.1 e
force F: 5.00e-08 eV/nm; f=F/kT: 4.835e-07 1/nm
D: 3.0e+08 nm2/s; c0: 0.20 1/nm2
area per atom: 0.064 nm2; repulsion A: 0.050 eV nm
terrace l: 100 nm; d: 1000 nm; k: 3.0e+05 nm/s
drift parameter f*l: 4.835e-05
full drift flux D*f*c0: 29.011 1/(nm s)
flux on equal terraces: 1.3815 1/(nm s)
relative edge-to-edge pile-up: 4.605e-05
drift fraction cancelled = log slope: 0.9524
pair widths: 110, 90 nm
pair fluxes, down: 1.5103, 1.2515 1/(nm s)
wide terrace uphill edge, down: -0.01656 nm/s
wide terrace downhill edge, down: 0.01656 nm/s
wide terrace width change, down: 0.03312 nm/s
wide terrace width change, up: -0.03424 nm/s
pairing rate with repulsion: 3.3139e-03 1/s
pairing e-fold time: 301.8 s = 5.03 min
pairing rate without repulsion: 3.3682e-03 1/s
step-up pairing rate: -3.4225e-03 1/s
optimum s at 100 nm: 124.0 (largest possible 4)
pairing fastest above width: 42.1 nm
20 nm terraces, 12-step wave: 8.547e-05 1/s
20 nm terraces, pairing: -3.166e-02 1/s
d=1 nm: slope 0.0196, rate 1.428e-03 1/s
d=40 nm: slope 0.4444, rate 1.834e-02 1/s
d=50 nm: slope 0.5000, rate 1.857e-02 1/s
d=60 nm: slope 0.5455, rate 1.841e-02 1/s
d=1000 nm: slope 0.9524, rate 3.368e-03 1/s
p/k=0: pairing/impermeable 1.0000
p/k=1: pairing/impermeable 0.9130
p/k=10: pairing/impermeable 0.5122
p/k=100: pairing/impermeable 0.0950
t=0 s: width rms down 2.000, up 2.0000 nm
t=905 s: width rms down 31.377, up 0.4123 nm
t=3018 s: width rms down 146.050, up 0.1249 nm
t=9053 s: width rms down 156.464, up 0.0063 nm
final widths down (nm): 10.0 9.1 10.0 372.9 10.0 9.1 10.0 369.1
final widths up (nm): 99.99 100.00 100.00 100.01 100.01 100.00 100.00 99.99
assumed sublimation: 2.0e-04 layers/s
sublimation shift, equal k: -5.60e-06 of rate
sublimation shift, k +/-10%: 0.0108 of rate
one-sided attachment bound: 0.119 of rate
sublimation step/drift speed: 1.38e-04
adatom coverage: 0.0128 layer
pairing/density relaxation rate: 5.52e-07
```
